# Surface currents on tilted substrates and the effective Laplacian coefficient

## Definitions and conventions

A one-dimensional surface has integer heights $h_i$, in layers, on sites $i=1,\dots,L$. Atoms arrive at random sites with flux $F$, in layers per unit time. There is no desorption, and there are no vacancies or overhangs. The surface is described by its steps

$$s_i=h_{i+1}-h_i,\qquad m=\frac1L\sum_i s_i .$$

The tilt $m$ is positive when the surface rises to the right. The steps are periodic, $s_{i+L}=s_i$, while the heights obey $h_{i+L}=h_i+mL$. An atom incorporated at $j$ raises $h_j$ by one, so $s_{j-1}$ gains one and $s_j$ loses one. Their sum is unchanged, and the tilt is conserved.

Let $J_{i+1/2}$ be the net number of atoms per unit time that cross the bond from $i$ to $i+1$ between landing and incorporation. Counting atoms at a site gives

$$\frac{d\langle h_i\rangle}{dt}=F+J_{i-1/2}-J_{i+1/2},
\qquad
\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial x}+\text{noise}.$$

The second form is the continuum limit, with $x$ in sites. A positive current flows to the right. For $m>0$ a downhill current is therefore negative and an uphill current positive.

Suppose that, for slow variations, $J$ depends on the local slope. Write $h=Ft+\varphi$ with small $\varphi$. Mirror symmetry makes $J$ odd in the slope, so $J(0)=0$ and $J=J'(0)\,\partial_x\varphi$ to first order. Insertion gives

$$\frac{\partial\varphi}{\partial t}=-J'(0)\frac{\partial^2\varphi}{\partial x^2}
\equiv\nu\frac{\partial^2\varphi}{\partial x^2},\qquad
\nu=-\left.\frac{dJ}{dm}\right|_{m=0}.$$

A ripple of wave number $k$ changes as $e^{-\nu k^2t}$. A downhill current gives $\nu>0$ and flattens it; an uphill current gives $\nu<0$ and amplifies it. The next linear term in the current, $K\partial_x^3\varphi$, changes the decay rate to $\lambda_k=\nu k^2+Kk^4$. It vanishes on a uniform tilt, which is why a tilted substrate isolates $\nu$.

## A growth rule with both signs

Neighbouring heights may differ by at most one layer, so $s_i\in\{-1,0,1\}$. Incorporation at $i$ respects this limit if $s_{i-1}\le0$ and $s_i\ge0$; such a site is called allowed, and an atom landing there stays. Any other site is blocked, because at least one neighbour is lower. If one neighbour is lower, the atom leaves towards it with probability $q$ and in the opposite direction with probability $1-q$. If both are lower, the direction is random. The atom stops at the first allowed site.

No atom is refused. If every site were blocked, each $i$ would have $s_{i-1}=1$ or $s_i=-1$. One step different from $+1$ would then force the next to be $-1$, and so on round the ring. Hence all steps would be $+1$ or all would be $-1$. Every ring with $|m|<1$ has an allowed site.

## What the naive measurement misses

A first idea is to grow on a tilted substrate and read the current from the heights. This fails at once. On a uniform tilt the average current is the same across every bond, its divergence vanishes, and the mean height grows at rate $F$ whatever $J$ is. The atoms themselves must be followed.

An atom that lands at $i$ and is incorporated at $i+d$ crosses $|d|$ bonds in the direction of $d$. Since $FL$ atoms land per unit time, the sum of the currents over all $L$ bonds is $FL\langle d\rangle$. Therefore

$$J=F\langle d\rangle ,$$

where the average includes atoms with $d=0$.

The next idea is to use one tilt and take $-J(m)/m$ for $\nu$. With

$$J(m)=-\nu m+c_3m^3+c_5m^5+\dots$$

this gives $\nu-c_3m^2-\dots$, which is a chord and not the slope at the origin. A very small $m$ reduces the bias but divides the statistical error by a small number.

Two tilts resolve the conflict. Simulate $\pm m$ and $\pm2m$, and form $J_o(m)=[J(m)-J(-m)]/2$, which uses both mirror images. Then

$$8J_o(m)-J_o(2m)=(-8+2)\nu m+(8-8)c_3m^3+(8-32)c_5m^5,$$

and hence

$$\nu\simeq-\frac{8J_o(m)-J_o(2m)}{6m},$$

with leading error $+4c_5m^4$. If both currents have standard error $e$, that of $\nu$ is $\sqrt{65}\,e/(6m)=1.34\,e/m$. Removing the cubic bias thus costs a third more noise than the chord at $m$.

Take $q=1$, where every atom at a one-sided edge goes downhill. The simulation used $L=32$, $m=0.125$ and $0.25$, and 400 independent surfaces for each sign and size of tilt. Averaged over layers 60 to 120, the currents were $J_o/F=-0.1745\pm0.0007$ and $-0.3606\pm0.0007$ sites. The chords give $1.396$ and $1.442$, while

$$\frac{\nu}{F}=\frac{8(0.1745)-0.3606}{0.75}=1.381\pm0.007 .$$

The unit is sites squared. The chord at the larger tilt is about 4% too high relative to this value. Errors here and below are standard errors over independent surfaces.

## Weak currents: removing the hopping noise

When uphill and downhill moves nearly balance, the current is small but the individual displacements are not. Counting displacements then spends most of the statistics on moves that cancel. The cancellation can be carried out analytically.

Consider $n$ blocked sites between neighbouring allowed sites $a$ and $b=a+n+1$. The blocked site $a+r$ lies at distance $d_L=r$ from the allowed site on its left and $d_R=n+1-r$ from that on its right. Thus

$$\sum_{r=1}^{n}d_L=\sum_{r=1}^{n}d_R=\frac{n(n+1)}2 .$$

Let $\sigma=+1$ when only the left neighbour is lower, $\sigma=-1$ when only the right neighbour is lower, and $\sigma=0$ otherwise. For $\sigma=+1$, downhill is left, and the mean displacement is

$$-q\,d_L+(1-q)d_R
=\tfrac12(d_R-d_L)+\left(\tfrac12-q\right)(d_R+d_L).$$

For $\sigma=-1$, downhill is right:

$$q\,d_R-(1-q)d_L
=\tfrac12(d_R-d_L)-\left(\tfrac12-q\right)(d_R+d_L).$$

A peak contributes $\frac12(d_R-d_L)$. All three cases are contained in $\frac12(d_R-d_L)+(\frac12-q)\sigma(d_R+d_L)$. The first part sums to zero over every blocked run, which leaves

$$J=F(1-2q)A,\qquad
A=\frac12\left\langle\frac1L\sum_i\sigma_i(d_R+d_L)_i\right\rangle .$$

The outer average runs over surfaces. At $q=\frac12$ the mean current vanishes for every configuration and every tilt. For other $q$,

$$\nu=F(2q-1)A'(0).$$

If $A'(0)>0$, as in all the cases computed here, then $q>\frac12$ stabilises and $q<\frac12$ destabilises. The current is not simply linear in $q$, because the surfaces over which $A$ is averaged also depend on $q$.

The quantity $A$ has a geometrical form. Within one run $d_R+d_L=n+1\equiv\ell$. Also, $\sigma_i$ is one if $s_{i-1}=1$, minus one if $s_i=-1$, and the two contributions cancel on a peak. Summed over the blocked sites, this counts the up-steps among $s_a,\dots,s_{b-2}$ minus the down-steps among $s_{a+1},\dots,s_{b-1}$. Since $a$ and $b$ are allowed, $s_a$ is not a down-step and $s_{b-1}$ is not an up-step. Both counts can therefore be extended to $s_a,\dots,s_{b-1}$, and their difference is $\delta=h_b-h_a$. Hence

$$A=\frac1{2L}\left\langle\sum_{\rm runs}\delta\,\ell\right\rangle,
\qquad
A-m=\frac1{2L}\left\langle\sum_{\rm runs}\delta(\ell-2)\right\rangle .$$

The second relation uses $\sum\delta=mL$. Adjacent allowed sites have $\ell=1$ and $\delta=0$, so they do not contribute.

On a clean staircase with terraces of at least two sites, each step gives $\delta=1$ and $\ell=2$, so $A=m$. Such a staircase would suggest $\nu=F(2q-1)$. Growth creates longer runs, and the simulated $A'(0)$ is larger: $1.380\pm0.003$ for $q=1$ in the late window. A calculation on the ideal staircase alone would miss this 38% increase. The quoted error is statistical and refers to the 32-site ring; doubling the ring length shifts the value by about one per cent.

The practical gain is largest near balance. Take $q=0.4123$ and layers 5 to 30. Direct counting gives $\nu/F=-0.392\pm0.027$. Evaluating $A$ on the surfaces after each layer gives $A'(0)=2.219\pm0.020$, and therefore

$$\frac{\nu}{F}=(2q-1)A'(0)=(-0.1754)(2.219)=-0.389\pm0.004 .$$

The two results agree, and the error has fallen by a factor of between seven and eight. At $q=\frac12$, direct counting in the late window gives $-0.005\pm0.016$, consistent with the zero that the argument requires.

## The coefficient needs a thickness window

A single average over the whole deposit would hide a further difficulty: the surface that determines $A$ is still changing. For $q=1$, $A'(0)$ moves only from $1.363$ in layers 5–30 to $1.380$ in layers 60–120. For $q=0.4123$ it rises from $2.219$ to $2.892$, and $\nu/F$ goes from $-0.389$ to $-0.507$. In the second case the early value is therefore not a stationary coefficient, and two windows cannot show whether the later one is.

This is a limitation of the quantity as well as of the run. The linear equation describes ripples small enough to leave the local environment unchanged, whereas an uphill current can amplify long ripples beyond that range. The mean path, averaged over all atoms at tilt $\pm0.125$, meanwhile grows from $1.15$ to $1.58$ sites. Under this rule an atom that starts uphill can even pass over a hump and stop beyond it. For an unstable surface, an early window is therefore the one to compare with linear theory, and it must be stated with the result.

## An independent route without tilt

A tilt derivative is useful if it also governs long ripples on an untilted surface. That can be examined without measuring any displacement. Define

$$h_k=\sum_j h_je^{-ikj},\qquad S_k=\frac{\langle|h_k|^2\rangle}{L}.$$

An atom incorporated at $j$ adds $e^{-ikj}$ to $h_k$. Because this number has unit modulus,

$$|h_k+e^{-ikj}|^2-|h_k|^2
=1+2\,{\rm Re}\left(h_k^*e^{-ikj}\right).$$

There are $FL$ such events per unit time. After division by $L$, the first term gives $F$. The second is the correlation of the mode with its own mean drift; writing it as $-2\lambda_kS_k$ defines the decay rate $\lambda_k$. Thus

$$\frac{dS_k}{dt}=F-2\lambda_kS_k,
\qquad
\lambda_k=\frac{F-\Delta S_k/\Delta t}{2\overline{S_k}},$$

where the bar is a time average over the window $\Delta t$. The mode need not be stationary.

For $q=1$, 1600 untilted surfaces were followed over layers 60 to 120. With the lattice form $\hat k^2=2-2\cos k$, the two longest modes have $\hat k^2=0.0384$ and $0.1522$, and they gave $\lambda_k/(F\hat k^2)=1.371$ and $1.343$. A straight line in $\hat k^2$ extrapolates to

$$\frac{\nu}{F}=\frac{1.371(0.1522)-1.343(0.0384)}{0.1522-0.0384}
=1.38\pm0.02 .$$

The tilted substrates gave $1.381\pm0.007$. For this strongly stabilising case, the tilt derivative agrees with the Laplacian coefficient of the fluctuating surface to about two per cent, a limit set by the statistical error of the mode rates and by the extrapolation from only two wave numbers.

The same equation gives a sign criterion. If $\lambda_k=0$ and growth starts flat, $S_k=Ft$. For constant $\lambda_k$,

$$\frac{S_k}{Ft}=\frac{1-e^{-2\lambda_kt}}{2\lambda_kt},$$

which is below one for decay and above one for growth. After 30 layers the longest mode of the 32-site ring had the ratio $0.323\pm0.008$ for $q=1$ and $1.170\pm0.028$ for $q=0.4123$. The signs agree with those of the currents.

The size of the second ratio carries a warning. With $\nu/F=-0.389$ and no other term, $2\lambda_kt=2(-0.389)(0.0384)(30)=-0.90$, and the formula predicts $1.62$. The measured $1.17$ corresponds to $2\lambda_kt\simeq-0.31$, a growth rate about one third as large. The smoothing term $Kk^4$ and a weaker response in the first few layers are possible reasons; these data do not separate them. At this wavelength $\nu$ gives the direction of the early evolution, but not its rate. Nor does the growth last: in longer runs $S_k$ of this mode goes from about 34 after 30 layers to 86 after 120 and only 92 after 240. A negative $\nu$ therefore does not ensure lasting growth at a given finite wavelength.

## An example in the regime of cold iron growth

The parameters are placed near those of growth on bcc-Fe(001) at 150 K. Rough typical inputs are a hop barrier of 0.45 eV, an additional barrier $E_b=0.05$ eV at a descending edge, an attempt rate of $10^{13}$ per second and a flux of 0.01 layers per second. The model's site spacing is set to $a=0.287$ nm and its layer height to $a/2$, so the two tilts correspond to $3.6^\circ$ and $7.1^\circ$.

Suppose that a fraction $f$ of the atoms landing at an edge slides down without activation. The others choose between crossing the edge and moving back in proportion to their rates, whose ratio is $e^{-E_b/k_BT}$. The crossing share is

$$w=\frac{e^{-E_b/k_BT}}{1+e^{-E_b/k_BT}}=0.0205,
\qquad q=f+(1-f)w .$$

The current changes sign at $q=\frac12$, or $f=(\frac12-w)/(1-w)=0.49$. The fraction $f$ is an assumption, so one value is taken on each side, with all other inputs fixed.

For $f=0.6$, $q=0.6+0.4(0.0205)=0.608$ and $2q-1=0.216$. In layers 60–120, $A'(0)=1.896$, and $\nu/F=0.410$. Restoring lengths multiplies by $a^2$: the layer height enters both $J$ and the slope and cancels. Thus

$$\nu=(0.01\ {\rm s^{-1}})(0.287\ {\rm nm})^2(0.410)
=+3.4\times10^{-4}\ {\rm nm^2/s}.$$

For $f=0.4$, $q=0.412$, and the early value $\nu/F=-0.389$ found above gives $\nu=-3.2\times10^{-4}\ {\rm nm^2/s}$.

A 10 nm ripple has $k=0.628\ {\rm nm^{-1}}$. From the Laplacian term alone, its amplitude changes by a factor $e$ during a deposit of $F/(|\nu|k^2)$ layers: 75 layers, or 11 nm, of decay for $f=0.6$, and 79 layers, also 11 nm, of growth for $f=0.4$. The ripple spans 35 sites, close to the 32-site mode examined above, and there the Laplacian term alone is not enough. For $f=0.6$ that mode decays about 20% faster than the term gives. For $f=0.4$ it grows more slowly at first, and averaged over layers 60 to 120 it is no longer amplified, so the 79 layers should not be read as a forecast for this ripple. A 64-site mode still grows in that window.

These numbers belong to a one-dimensional model and are not predictions for iron, whose surface is two-dimensional. The short-range rule is also an idealisation at 150 K. It completes every move before the next atom lands, whereas these inputs give only about 0.8 thermal hops per layer time. An atom waiting at an edge is then more likely than not to have another land on its site before it first hops. Detachment from a step, with a rough extra cost of 0.3 eV, is negligible at $6\times10^{-11}$ events per layer time. The result is sensitive to a lower edge barrier: a reduction by 0.02 eV changes $2q-1$ for $f=0.4$ from $-0.175$ to $-0.093$, which nearly halves $\nu$ at fixed $A'(0)$. An increase by the same amount changes it only to $-0.195$, because the crossing share is already small.

At 300 K the same estimates give $3\times10^7$ hops and about 250 detachments per layer time, and the rule fails for the opposite reason: atoms can cross whole terraces. If a strong edge barrier sent all of them to the ascending step, an atom landing at random on a terrace of $1/m$ sites would move uphill by about $1/(2m)$. For $m=0.125$, counting the eight sites of a terrace gives a mean of 3.5 sites, some 70 times the $0.05$ sites found for $f=0.4$. The tilt procedure still applies to a simulation with long-range diffusion, provided that the tilts are small enough for $J$ to be nearly linear, which here requires terraces wider than the diffusion length.
